# Why confined heavy holes barely respond to an in-plane magnetic field

Put a hole in the lowest level of the thin semiconductor layer modelled below, where that level is a heavy-hole doublet, and apply a weak magnetic field. With the field along the growth axis the level splits into two, with a g factor of about 7.7. Turn the same field into the plane of the layer and the g factor falls to 0.06. An electron spin-1/2 in vacuum would split equally in both cases. The hole carries angular momentum 3/2, and confinement decides which of its four states are available to the field.

## The model

Take a layer grown along $z=[001]$, with hard walls a distance $d$ apart and $z=0$ at its centre. Hole energies count as positive. Let $\mathbf K=\mathbf k+e\mathbf A/\hbar$ with $\mathbf k=-i\nabla$, and write $\epsilon=\hbar^2/2m_0$, $\mathbf b=e\mathbf B/\hbar$. Then $[K_x,K_y]=-ib_z$ and $\mu_BB=\epsilon b$. The Luttinger Hamiltonian for $J=3/2$ is

$$H=\epsilon\Big[(\gamma_1+\tfrac52\gamma_2)K^2-2\gamma_2\sum_iK_i^2J_i^2-4\gamma_3\sum_{i<j}\{K_i,K_j\}\{J_i,J_j\}\Big]+2\mu_B\mathbf B\cdot(\kappa\mathbf J+q\boldsymbol{\mathcal J}),$$

with $\mathcal J_i=J_i^3$ and $\{A,B\}=(AB+BA)/2$. The $q$ term is allowed by cubic symmetry and is taken to be small here. The split-off band, bulk inversion asymmetry and penetration into the barriers are left out.

The sign of $\kappa$ relative to the commutator matters below. It can be checked by eliminating an s-like conduction band, which couples to the p-like valence orbitals through $\mathbf K$. In hole energy this gives $cK_iK_j$ between orbitals $i,j$, with $c>0$. Its antisymmetric part is $\tfrac c2[K_i,K_j]=-\tfrac{ic}2\varepsilon_{ijk}b_k$. Since $(L_k)_{ij}=-i\varepsilon_{kij}$, this is $\tfrac c2\mathbf b\cdot\mathbf L$. Within $J=3/2$, $\mathbf L=\tfrac23\mathbf J$, so $\kappa=c/6\epsilon$. For motion along $z$, a state with $m=\pm3/2$ has no $Z$ orbital and one with $m=\pm1/2$ has weight 2/3 in it. Hence $\gamma_1-2\gamma_2=0$ and $\gamma_1+2\gamma_2=2c/3\epsilon$, so $\gamma_2=c/6\epsilon=\kappa$: the signs agree.

At zero in-plane wave vector and zero field only $K_z^2$ survives, and it multiplies $J_z^2$. The levels therefore have definite $m$:

$$E_{h,n}=\epsilon(\gamma_1-2\gamma_2)\Big(\frac{n\pi}d\Big)^2,\qquad E_{l,n}=\epsilon(\gamma_1+2\gamma_2)\Big(\frac{n\pi}d\Big)^2,$$

for heavy ($m=\pm3/2$) and light ($m=\pm1/2$) holes. The lowest two are separated by $\Delta=4\gamma_2\epsilon(\pi/d)^2$.

I use round model parameters: $\gamma_1=11$, $\gamma_2=3$, $\gamma_3=4$, $\kappa=2$, $q=0.02$, $d=10$ nm. The lowest heavy and light levels lie at 18.80 and 63.93 meV, so $\Delta=45.12$ meV.

## What the field can connect

The operator $J_+=J_x+iJ_y$ has elements $\sqrt3,2,\sqrt3$ on the steps $-\tfrac32\to-\tfrac12\to\tfrac12\to\tfrac32$. Thus $J_x$ has elements $\tfrac{\sqrt3}2,1,\tfrac{\sqrt3}2$, and each application changes $m$ by one. The two heavy-hole states differ by three, so

$$\langle\tfrac32|J_x|{-\tfrac32}\rangle=\langle\tfrac32|J_y|{-\tfrac32}\rangle=0.$$

Three applications just suffice: $\langle\tfrac32|J_x^3|{-\tfrac32}\rangle=\tfrac{\sqrt3}2\cdot1\cdot\tfrac{\sqrt3}2=\tfrac34$. For $J_y$ each step carries a factor $-i$, and $(-i)^3=i$ gives $\tfrac{3i}4$. With $B_\pm=B_x\pm iB_y$, the direct coupling is

$$\langle\tfrac32|H|{-\tfrac32}\rangle=2q\mu_B\cdot\tfrac34(B_x+iB_y)=\tfrac32q\mu_BB_+ .$$

Two degenerate states coupled by $V$ split by $2|V|$, so the in-plane g factor is $3q=0.06$.

Along $z$ no transition is needed. The energies are $\pm2\mu_BB(\tfrac32\kappa+\tfrac{27}8q)$, which gives a bare g factor $6\kappa+\tfrac{27}2q=12.27$.

The light-hole doublet provides a contrast. Its states differ by one unit, $\langle\tfrac12|J_x|{-\tfrac12}\rangle=1$, and the three-step paths give $\langle\tfrac12|J_x^3|{-\tfrac12}\rangle=\tfrac34+1+\tfrac34=\tfrac52$. Its in-plane g factor is $2(2\kappa+5q)=4\kappa+10q=8.2$. The weak response thus belongs to the heavy-hole doublet, not to the valence band as a whole.

## Orbital motion enters

The field also acts through $\mathbf K$. Let $K_\pm=K_x\pm iK_y$. Since $K_xJ_x+K_yJ_y=\tfrac12(K_-J_++K_+J_-)$, the $\gamma_3$ terms containing $K_z$ change $m$ by one. The element of $\{J_+,J_z\}$ is $\sqrt3$ for $\tfrac12\to\tfrac32$, zero for $-\tfrac12\to\tfrac12$, and $-\sqrt3$ for $-\tfrac32\to-\tfrac12$. Therefore

$$\langle\tfrac32|H|\tfrac12\rangle=-S,\quad\langle-\tfrac12|H|{-\tfrac32}\rangle=S,\quad S=2\sqrt3\gamma_3\epsilon\{K_-,k_z\}.$$

The remaining terms change $m$ by two. The elements of $J_x^2$, $J_y^2$ and $\{J_x,J_y\}$ between $\tfrac32$ and $-\tfrac12$ are $\tfrac{\sqrt3}2$, $-\tfrac{\sqrt3}2$ and $-\tfrac{i\sqrt3}2$; they are the same between $\tfrac12$ and $-\tfrac32$. With $K_\pm^2=K_x^2-K_y^2\pm2i\{K_x,K_y\}$ both elements of $H$ equal

$$R=-\sqrt3\epsilon(\bar\gamma K_-^2+\delta K_+^2),\qquad\bar\gamma=\tfrac{\gamma_2+\gamma_3}2,\quad\delta=\tfrac{\gamma_2-\gamma_3}2 .$$

Two matrix elements of the well are needed. With $u=z+d/2$ and even $n$,

$$z_{1n}=\frac1d\int_0^d u\Big[\cos\frac{(n-1)\pi u}d-\cos\frac{(n+1)\pi u}d\Big]du=-\frac{8nd}{\pi^2(n^2-1)^2},$$

because $\int_0^du\cos(p\pi u/d)\,du=-2d^2/p^2\pi^2$ for odd $p$. For odd $n$, $z_{1n}=0$ by parity. From $[z,k_z^2]=2ik_z$,

$$(k_z)_{n1}=\tfrac i2z_{1n}(\pi/d)^2(n^2-1)=-(k_z)_{1n}.$$

The energy denominators are $E_{h,1}-E_{l,n}=-\epsilon(\pi/d)^2D_n$, with $D_n=(\gamma_1+2\gamma_2)n^2-(\gamma_1-2\gamma_2)$.

## The perpendicular g factor is reduced, but stays large

For $\mathbf B\parallel z$, a hole with $m=\tfrac32$ goes to $\tfrac12$ and back through $SS^\dagger\propto K_-K_+$. A hole with $m=-\tfrac32$ does so through $S^\dagger S\propto K_+K_-$. These products differ by $[K_-,K_+]=2i[K_x,K_y]=2b$. The second-order energies of the two states therefore differ by

$$12\gamma_3^2\epsilon^2\cdot2b\sum_n\frac{|(k_z)_{1n}|^2}{-\epsilon(\pi/d)^2D_n}.$$

Dividing by $\mu_BB=\epsilon b$ and inserting $(k_z)_{1n}$ gives

$$g_z=6\kappa+\tfrac{27}2q-6\gamma_3^2\sum_{n\,\rm even}\frac{z_{1n}^2(\pi/d)^2(n^2-1)^2}{D_n}.$$

The two-unit coupling $R$ contributes products of four $K$'s. In the lowest Landau level $K^2\sim b$, so they enter at order $b^2$ and leave the weak-field g factor unchanged.

For $n=2$, $z_{12}^2(\pi/d)^2=0.320$ and $D_2=17\cdot4-5=63$, so the reduction is $6\cdot16\cdot0.320\cdot9/63=4.39$. All $n$ together give 4.605, hence $g_z=12.270-4.605=7.665$. Diagonalization with Landau levels at 0.01 T and twelve well states gives 7.664. The width cancels, since $z_{1n}\propto d$; diagonalization of a 5 nm well in a basis of the same size gives 7.667. The small differences in the last digit reflect the finite field and the finite basis, which act in opposite directions: twelve states raise g by about 0.003, while 0.01 T lowers it by about 0.004 in the 10 nm well and 0.001 in the 5 nm well. In a converged basis g tends to 7.665 as the field goes to zero; at 1 T in the 10 nm well it has fallen to about 7.3.

For these parameters "large" thus means about 7.7, not the bare 12.3. In a weak tilted field the lowest doublet obeys

$$H_{\rm eff}=\tfrac12\mu_B\big[g_zB_z\sigma_z+3q(B_x\sigma_x-B_y\sigma_y)\big].$$

With $g_z/3q\approx128$, the normal component dominates the splitting until the field lies within about $0.45^\circ$ of the plane.

## An in-plane field at zero wave vector

For a field in the plane choose $\mathbf A=(zB_y,-zB_x,0)$. Then

$$K_-=k_-+z(b_y+ib_x)=k_-+izb_- ,\qquad K_+=k_+-izb_+ ,$$

with $b_\pm=b_x\pm ib_y$. Here $\mathbf k$ is the conserved in-plane wave vector belonging to this gauge, with $z$ measured from the centre.

Set $k=0$ and $q=0$. A one-unit change of $m$, through $S$ or the $\kappa$ term, now costs one power of $b$. A two-unit change, through $R$, costs $b^2$. To cover three units one needs either three single steps or a single and a double step; both cost $b^3$. The linear response is therefore $3q$ and nothing else within this model. Diagonalization confirms the power, with a fitted exponent of 3.000. At 1 T this remainder corresponds to a g factor of only $1.6\times10^{-4}$ for a field along $x$, rising to $2.6\times10^{-4}$ for a field at $45^\circ$ to it.

## What motion in the plane adds

At finite $k$ the double step is available without the field, and $\kappa$ can return. I keep terms of first order in $B$ and second order in $k$, setting $q=0$ inside the mixing terms. The $\kappa$ term is $\mu_B\kappa(B_-J_++B_+J_-)$. Its element is $\sqrt3\kappa\mu_BB_-$ on the outer steps and $2\kappa\mu_BB_-$ on $-\tfrac12\to\tfrac12$. Three kinds of path reach $\tfrac32$ from $-\tfrac32$.

**Zeeman step and double step.** With $k^2$ in $R$, the envelope is unchanged, so only $n=1$ enters. The two orders are equal:

$$2\,\frac{(\sqrt3\kappa\mu_BB_-)(-\sqrt3\epsilon)(\bar\gamma k_-^2+\delta k_+^2)}{-4\gamma_2\epsilon(\pi/d)^2}=\frac{3\kappa d^2}{2\pi^2\gamma_2}\mu_BB_-(\bar\gamma k_-^2+\delta k_+^2).$$

Replacing the Zeeman step by the field part of $S$ gives zero, because $\langle1|\{z,k_z\}|1\rangle=-\tfrac i2[zf_1^2]_{-d/2}^{d/2}=0$, where $f_1$ is the real envelope and vanishes at the walls.

**Orbital field in the double step.** The part of $R$ linear in both $k$ and $b$ is $-2\sqrt3i\epsilon z(\bar\gamma b_-k_--\delta b_+k_+)$. It combines with $S=2\sqrt3\gamma_3\epsilon k_-k_z$. The path through $\tfrac12$ has the opposite sign of $S$, but $(k_z)_{1n}=-(k_z)_{n1}$ reverses it again, so the two orders add:

$$-24i\gamma_3\epsilon^2k_-(\bar\gamma b_-k_--\delta b_+k_+)\sum_n\frac{z_{1n}(k_z)_{n1}}{-\epsilon(\pi/d)^2D_n}.$$

Inserting $(k_z)_{n1}$ turns this into

$$-12\gamma_3\Lambda\,\mu_B(\bar\gamma B_-k_-^2-\delta B_+k^2),\qquad\Lambda=\sum_{n\,\rm even}\frac{z_{1n}^2(n^2-1)}{D_n}.$$

**Three single steps.** $S$ has no element for the middle step, so the field must act there through $\kappa$:

$$\sum_n\frac{(-2\sqrt3\gamma_3\epsilon k_-)(2\kappa\mu_BB_-)(2\sqrt3\gamma_3\epsilon k_-)|(k_z)_{n1}|^2}{\epsilon^2(\pi/d)^4D_n^2}=-6\gamma_3^2\kappa M\mu_BB_-k_-^2,$$

with $M=\sum_{n\,\rm even}z_{1n}^2(n^2-1)^2/D_n^2$.

The remaining linear field term, proportional to $kzb$ and diagonal in $m$, would still need $R\,S\propto k^3$ to change the spin, so it first enters at $k^4$. Collecting terms,

$$\langle\tfrac32|H_{\rm eff}|{-\tfrac32}\rangle=\mu_B\big[\tfrac32qB_++a_1B_-k_-^2+a_2B_-k_+^2+a_3B_+k^2\big],$$

$$a_1=\frac{3\kappa\bar\gamma d^2}{2\pi^2\gamma_2}-12\gamma_3\bar\gamma\Lambda-6\gamma_3^2\kappa M,\quad a_2=\frac{3\kappa\delta d^2}{2\pi^2\gamma_2},\quad a_3=12\gamma_3\delta\Lambda.$$

The in-plane g factor is twice the modulus of the bracket divided by $B$. Since $\Lambda$ and $M$ scale as $d^2$, mixing matters through $(kd)^2$. If $\gamma_2=\gamma_3$, then $\delta=0$ and only $a_1$ remains.

This law was tested at $kd=0.05$ for two parameter sets and many directions, with $q=0$ and $q=2\times10^{-4}$. The largest deviation was 0.15 % of $2k^2(|a_1|+|a_2|+|a_3|)$. With the model value $q=0.02$ the deviation reaches about 4 % of the same scale, because the law omits $q$ inside the mixing terms. Removing the kinetic coupling between different $m$ also tests the cause. With $q=0$, $k=0.05$ nm$^{-1}$ and $\mathbf k$ at 0.8 rad from the field, g drops from 0.0682 to $4\times10^{-7}$.

## Reading the numbers

Here $\bar\gamma=3.5$, $\delta=-0.5$, $\Lambda=0.15578$ nm$^2$ and $M=0.007429$ nm$^2$. The three parts of $a_1$ are

$$\frac{3\cdot2\cdot3.5\cdot100}{2\pi^2\cdot3}=35.462,\quad-12\cdot4\cdot3.5\,\Lambda=-26.171,\quad-6\cdot16\cdot2\,M=-1.426$$

in nm$^2$. They sum to $a_1=7.865$ nm$^2$, while $a_2=-5.066$ and $a_3=-3.739$ nm$^2$. Most of the Zeeman contribution is thus cancelled by orbital motion. Keeping $\kappa$ and dropping the vector potential would greatly overestimate $a_1$.

For $\mathbf B\parallel x$, diagonalization at 0.1 T gives these g factors, with the $k^2$ law in brackets:

| $k$ (nm$^{-1}$) | $\mathbf k\parallel x$ | $45^\circ$ | $\mathbf k\parallel y$ |
|---|---|---|---|
| 0.02 | 0.0598 (0.0592) | 0.0578 (0.0579) | 0.0546 (0.0548) |
| 0.05 | 0.0625 (0.0553) | 0.0737 (0.0767) | 0.0325 (0.0273) |
| 0.08 | 0.0865 (0.0480) | 0.1685 (0.1660) | 0.0221 (0.0237) |

For $\mathbf k\parallel y$, $k_\pm^2=-k^2$ and the bracket divided by $B$ is $0.03-(a_1+a_2-a_3)k^2=0.03-6.54k^2$, with $k$ in nm$^{-1}$. At $k=0.05$ this is 0.0137, hence $g=0.027$. The law predicts a zero near $k=0.068$ nm$^{-1}$, where its mixing terms would cancel the $q$ term. Diagonalization shows no such zero: terms beyond the law stop the fall, and g passes through a minimum of about 0.021 near $k=0.074$ nm$^{-1}$. At $k=0.08$ nm$^{-1}$ the law's bracket is negative while the true splitting has not changed sign, so the similar magnitudes 0.0221 and 0.0237 in the table agree only by accident. At $45^\circ$, $k_\pm^2=\pm ik^2$, so $a_1$ and $a_2$ contribute an imaginary part $-12.93k^2$. The real part, $0.03-3.74k^2$, shrinks, so g first dips slightly; at larger $k$ the imaginary part, added in quadrature, makes g grow.

For $\mathbf k\parallel x$ the law also has a narrow range of validity. There $a_1+a_2+a_3=-0.94$ nm$^2$, a small remainder of larger terms, so neglected terms decide the trend at larger $k$: from 0.02 to 0.08 nm$^{-1}$ the law falls while the diagonalized g rises. Some of the difference comes from $q$ inside the mixing terms. On an outer step $J_x^3$ is $\tfrac34+1=\tfrac74$ times $J_x$, which shifts $\kappa$ there to $\kappa+\tfrac74q$, or by 1.75 %. Applied to the Zeeman paths, this raises g by about $2\cdot0.0175\,(35.46-5.07)k^2\approx1.1k^2$. At $k=0.08$ nm$^{-1}$ that is 0.007 of the difference of 0.039; the rest is left to higher powers of $k$.

The light-hole share of the state is small throughout: 0.10 % at $k=0.05$ nm$^{-1}$ along $x$, and 0.33 % at 0.08. It can still matter because the first kind of path is linear in the admixed amplitude. At $k=0.05$ nm$^{-1}$ the amplitude due to $R$ is $\sqrt3(\bar\gamma+\delta)k^2d^2/4\pi^2\gamma_2=0.011$. Multiplied by $4\sqrt3\kappa=13.9$, it gives a contribution of 0.15 to g before the orbital terms cancel most of it.

## When symmetry no longer protects the doublet

The result at $k=0$ rests on the absence of a double step there. Shear in the plane can supply one, through a term $\beta\{J_x,J_y\}$. To first order in $\beta$, with $q=0$,

$$2\,\frac{(\sqrt3\kappa\mu_BB_-)(-i\sqrt3\beta/2)}{-\Delta}=\frac{3i\kappa\beta}\Delta\mu_BB_-,\qquad g=\frac{6\kappa\beta}\Delta .$$

The orbital alternative again vanishes because $\langle1|\{z,k_z\}|1\rangle=0$. For $\beta=0.451$ meV, one per cent of the gap, $g=6\cdot2\cdot0.01=0.12$, and diagonalization agrees. This is already twice $3q$; a coupling of $q\Delta/2\kappa\approx0.23$ meV would equal it. Within this model, a single measured in-plane g factor therefore gives $q$ directly only if low-symmetry mixing and finite-$k$ contributions are much smaller than $3q$ and the field is aligned with the plane to well within $0.45^\circ$. At a tilt of $0.45^\circ$ the normal component alone raises the measured g factor from 0.060 to 0.085. Otherwise these contributions must be determined separately and accounted for. In a real layer, the effects left out of the model, such as inversion asymmetry and penetration into the barriers, need the same scrutiny.

The numerical output follows below.

## Computed results

```
Parameters g1, g2, g3, kappa, q: 11.0, 3.0, 4.0, 2.0, 0.02
Well width d: 10.0 nm
hbar^2/(2 m0): 38.100 meV nm^2
e/hbar per tesla: 0.001519 nm^-2
Lowest heavy-hole level: 18.80 meV
Lowest light-hole level: 63.93 meV
Heavy-light gap: 45.12 meV
Band-elimination check, largest deviation: 1.4e-14
<3/2|J_x|-3/2>: 0.00
<3/2|J_x^3|-3/2>: 0.75
<3/2|J_y^3|-3/2>, imaginary part: 0.75
g_z without mixing, diagonalization: 12.270
g_z orbital mixing reduction, formula: 4.605
g_z with mixing, formula: 7.665
g_z with mixing, diagonalization at 0.01 T: 7.664
g_z for a 5 nm well, diagonalization: 7.667
In-plane heavy-hole g at k=0, formula 3q: 0.0600
In-plane heavy-hole g at k=0, diagonalization: 0.0600
Ratio g_z / in-plane g at k=0: 127.7
In-plane light-hole g at k=0, diagonalization: 8.200
Lambda: 0.15578 nm^2;  M: 0.007429 nm^2
a1 part, Zeeman with k^2 coupling: 35.462 nm^2
a1 part, orbital: -26.171 nm^2
a1 part, third order: -1.426 nm^2
a1, a2, a3: 7.865, -5.066, -3.739 nm^2
k^2 law, worst deviation over the scale: 0.15 %
In-plane g, B along x at 0.1 T (diagonalization | k^2 law):
  k=0.02 nm^-1, angle  0 deg: 0.0598 | 0.0592
  k=0.02 nm^-1, angle 45 deg: 0.0578 | 0.0579
  k=0.02 nm^-1, angle 90 deg: 0.0546 | 0.0548
  k=0.05 nm^-1, angle  0 deg: 0.0625 | 0.0553
  k=0.05 nm^-1, angle 45 deg: 0.0737 | 0.0767
  k=0.05 nm^-1, angle 90 deg: 0.0325 | 0.0273
  k=0.08 nm^-1, angle  0 deg: 0.0865 | 0.0480
  k=0.08 nm^-1, angle 45 deg: 0.1685 | 0.1660
  k=0.08 nm^-1, angle 90 deg: 0.0221 | 0.0237
Light-hole share at k=0.02 nm^-1 along x: 0.015 %
Light-hole share at k=0.05 nm^-1 along x: 0.104 %
Light-hole share at k=0.08 nm^-1 along x: 0.326 %
q=0, k=0.05 nm^-1, phi=0.8 rad, mixing on: g = 0.0682
Same with kinetic mixing off: g = 4.1e-07
q=0, k=0: splitting/(mu_B B) at 1 T: 1.56e-04
q=0, k=0: field exponent of the splitting: 3.000
Shear coupling beta: 0.451 meV
In-plane g from shear, q=0, k=0: 0.1200
Same from 6 kappa beta/gap: 0.1200
```
